# Why tightly localized molecules desorb with prefactors far above k_BT/h

## What dimensions allow

Let a molecule sit in a surface well of depth $D$, measured from the potential minimum to the vacuum level. Write its desorption rate as

$$k=\nu\,e^{-\beta D},\qquad \beta=\frac{1}{k_BT}.$$

In classical equilibrium, the rate is a flux through an exit plane divided by the population of the well. The molecule has the same mass and moments of inertia in both places, so the momentum integrals cancel, except for one outward velocity. What is left is a ratio of configuration volumes:

$$\nu\sim\frac{\text{velocity}}{\text{length in well}}\times\frac{\text{area at exit}}{\text{area in well}}\times\frac{\text{orientations at exit}}{\text{orientations in well}}.$$

The first factor is a frequency and the other two are pure numbers. Planck's constant cannot appear, so $k_BT/h$ is not a natural ceiling for $\nu$. If the molecule is pinned in the well and free at the exit, both pure numbers are large.

The assumptions are low coverage, no barrier beyond the well depth, internal vibrations unchanged by binding, a rigid surface, and thermal equilibrium in the well. Algebra is in atomic units, so $\hbar=1$, $h=2\pi$ and $k_BT/h=1/(2\pi\beta)$.

## Contribution 1: leaving along the normal

Place the exit plane in vacuum. For a molecule of mass $M$, the mean outward velocity, with inward motion counted as zero, is

$$\langle v\,\Theta(v)\rangle=\frac{\int_0^\infty v\,e^{-\beta Mv^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta Mv^2/2}dv}=\frac{1/(\beta M)}{\sqrt{2\pi/(\beta M)}}=\frac{1}{\sqrt{2\pi\beta M}}.$$

In the well, the normal motion has potential $\tfrac12M\omega_z^2z^2$ and fills the length

$$\int e^{-\beta M\omega_z^2z^2/2}dz=\frac{1}{\omega_z}\sqrt{\frac{2\pi}{\beta M}}.$$

The quotient is $\omega_z/2\pi$, the vibration frequency against a rigid surface. It need not equal an observed frequency. For a molecule bound by a spring $k$ to a surface atom held by a spring $K$, the determinant of the force constants is $kK$, so the classical prefactor keeps $\omega_z=\sqrt{k/M}$, while the molecule-like mode can lie well below it (0.0105 instead of 0.015 eV for BF$_3$ on a 28 u atom with a 0.025 eV quantum). Relative to $k_BT/h$ it is

$$\frac{\omega_z/2\pi}{1/(2\pi\beta)}=\beta\omega_z,$$

which is below one for a soft, classical mode. A molecule that already slides and turns freely while adsorbed has only this factor, so its prefactor lies below $k_BT/h$ as long as $\beta\omega_z$ is below about one. This is the opposite limit to tight localization.

## Contribution 2: regained translation

Let each of the two lateral modes have frequency $\omega_l$. Equipartition, $\tfrac12M\omega_l^2\sigma_l^2=1/(2\beta)$, gives the spread per axis $\sigma_l^2=1/(\beta M\omega_l^2)$. The two Gaussian integrals give an occupied area $2\pi\sigma_l^2$.

For $N$ sites, each with surface area $A$, the exit plane has area $NA$ and the adsorbed state has $N$ wells. The factor $N$ cancels:

$$g_l=\frac{A}{2\pi\sigma_l^2}.$$

To see that freedom at the exit matters, compare two exits above the same kind of well. The test model has one lateral and one normal coordinate, unit mass and $k_BT=1$. A normal well of depth 4 is combined with a lateral corrugation of height 8 and period 4. In one case the corrugation fades before the exit; in the other it persists. From 200,000 thermal starting points for each case, the fractions leaving within 1.6 time units were 0.0394 for the loose exit and 0.0108 for the confined one. The flux expression gives 0.0399 and 0.0106, which agrees within the sampling noise. This confirms only the one-way flux through the exit plane. The starting points fill the whole region below that plane, and in so short a time more than 99% of the leavers start beyond the height where the loose corrugation fades, not in the well. At this shallow depth the loose exit also has an inner bottleneck. A plane where the corrugation fades carries 0.82 of the exit flux, and about half of the inward flux turns back before reaching the well bottom. Divided by the population of the well alone, the two exit fluxes stand in a ratio of about 4.8. With only about 0.54 of the loose flux connected to the well bottom, the ratio of well-to-gas rates is near 2.5 rather than 3.7. Deepening the well removes the loss only gradually: at depth 5 no plane carries less than the exit flux, yet about 40% of the inward flux still turns back, at depth 8 about 27%, and at depth 25 practically none.

For a well of depth 25, the flux expression gives a loose-to-confined rate ratio of 4.83. The harmonic gain, period$/(\sqrt{2\pi}\sigma)$, is 5.01.

## Contribution 3: regained rotation

A rigid molecule has total orientation volume $4\pi\times2\pi=8\pi^2$: the directions of one body axis times the turns about it. Take a planar molecule lying flat, with two tilt modes of frequency $\omega_t$ and one azimuthal mode of frequency $\omega_a$. Their angular spreads are

$$\sigma_t^2=\frac{1}{\beta I_t\omega_t^2},\qquad \sigma_a^2=\frac{1}{\beta I_a\omega_a^2}.$$

Here $I_t$ and $I_a$ are the moments of inertia about an in-plane axis and about the molecular normal. Near one minimum the three small rotation angles are independent, so a well fills $(2\pi)^{3/2}\sigma_t^2\sigma_a$. With $n$ equivalent wells,

$$g_r=\frac{8\pi^2}{n(2\pi)^{3/2}\sigma_t^2\sigma_a}.$$

The count $n$ treats nuclei as labelled. For flat BF$_3$ on a threefold site with one azimuthal minimum per 120°, three turns and two faces give $n=6$. In quantum language, the same six is the symmetry number of the free rotor. Omitting it would count permutations of identical fluorine nuclei as regained freedom.

## The assembled prefactor

Multiplying the three contributions gives

$$\nu=\kappa\,\frac{\omega_z}{2\pi}\,g_l\,g_r,\qquad
\frac{\nu}{k_BT/h}=\kappa\,\beta\omega_z\,g_l\,g_r.$$

The factor $\kappa\le1$ removes crossings that do not connect the thermalized well with the gas. Its meaning follows from detailed balance. At equilibrium, the inward flux through the vacuum plane equals the outward flux. If a thermal fraction $S$ of arriving molecules sticks, desorption must balance that fraction, so $\kappa=S$. Below, $\kappa=1$ unless stated otherwise.

The claim is therefore conditional: the prefactor exceeds $k_BT/h$ when $\kappa g_lg_r>1/(\beta\omega_z)$.

## Quantum corrections and the choice of energy zero

Measured from the potential minimum, a harmonic mode has the state sum

$$\sum_{j=0}^{\infty}e^{-\beta\omega(j+1/2)}=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}}=\frac{1}{2\sinh(\beta\omega/2)}.$$

Its classical value is $1/(\beta\omega)$. Since the adsorbed state stands in the denominator of the rate, $\nu$ is multiplied by

$$\prod_{i=1}^{6}\frac{\sinh(\beta\omega_i/2)}{\beta\omega_i/2}\simeq\exp\left[\sum_i\frac{(\beta\omega_i)^2}{24}\right].$$

If the rate is instead referred to $E_0=D-\tfrac12\sum_i\omega_i$, then equating the two forms gives

$$\nu_0=\nu\,e^{-\beta\sum_i\omega_i/2}.$$

A quoted prefactor thus needs its energy reference. In the limit of frozen surface modes, $\beta\omega_i\gg1$, the adsorbed state sum measured from $E_0$ tends to one. Then $\nu_0$ tends to $k_BT/h$ times the translational and rotational state sum of the exit. Here Planck's constant remains, because the well is filled by a single quantum state.

## Weighing the contributions for BF$_3$

The example is BF$_3$ at 300 K, where $k_BT=0.02585$ eV. Restricted Hartree–Fock with the 6-31G* basis gives a B–F bond of 1.302 Å, and from it $I_t=48.3$ and $I_a=96.6$ u Å$^2$. This level omits electron correlation and is not converged to the digits shown: a larger basis (cc-pVTZ) shortens the bond to 1.295 Å, MP2 correlation lengthens it to 1.315–1.325 Å, and $g_r$ below moves by −2% to +5% accordingly. The surface is a model with $D=1.0$ eV, a hexagonal site spacing of 3.0 Å and $A=7.794$ Å$^2$. The quanta are 0.008 eV for each lateral mode, 0.015 eV for the normal mode and each tilt, and 0.005 eV for the azimuth.

The spreads are $\sigma_l=0.1578$ Å, $\sigma_t=0.0997$ rad and $\sigma_a=0.2116$ rad. Hence

$$g_l=\frac{7.794}{2\pi(0.1578)^2}=49.8,$$

$$g_r=\frac{8\pi^2}{6(2\pi)^{3/2}(0.0997)^2(0.2116)}=397.$$

The angular gain splits into a tilt part, $1/\sigma_t^2\approx100$, and an azimuthal part, $\sqrt{2\pi}/(3\sigma_a)\approx3.9$. In this model, rotation matters mainly because the molecule is held flat.

With $\omega_z/2\pi=3.63\times10^{12}$ s$^{-1}$, the classical prefactor is

$$\nu=3.63\times10^{12}\times49.8\times397=7.2\times10^{16}\ \text{s}^{-1}.$$

The quantum factor 1.053 raises it to $7.6\times10^{16}$ s$^{-1}$. Since $k_BT/h=6.25\times10^{12}$ s$^{-1}$, the ratio is $1.2\times10^4$. Multiplying the logarithm of each factor by $k_BT$ puts the contributions on an energy scale:

| Contribution | Factor | $k_BT\ln(\text{factor})$, eV |
|---|---:|---:|
| Normal mode | 0.58 | −0.014 |
| Translation | 49.8 | 0.101 |
| Rotation | 397 | 0.155 |
| Quantum correction | 1.053 | 0.001 |

The sum is 0.243 eV. At fixed $D$, the predicted dwell time $1/k$ is 0.83 s; replacing $\nu$ by $k_BT/h$ would make it $1.0\times10^4$ s, or 2.8 hours. Conversely, inferring the well depth from this rate with $k_BT/h$ would give 0.757 eV instead of 1.0 eV.

Referred to $E_0$, with surface zero-point energy 0.033 eV, the prefactor is $2.1\times10^{16}$ s$^{-1}$, still about 3400 times $k_BT/h$.

## Temperature and the Arrhenius plot

Each squared spread is proportional to $T$. The lateral gain therefore varies as $T^{-1}$ and the angular gain as $T^{-3/2}$, so classically $\nu\propto T^{-5/2}=\text{const}\times\beta^{5/2}$. The Arrhenius slope energy is

$$E_a=-\frac{d\ln k}{d\beta}=D-\frac{d\ln\nu}{d\beta}=D-\frac52k_BT.$$

This gives 0.935 eV; the quantum state sums give 0.933 eV. The intercept of the tangent at 300 K is $\nu e^{-\beta(D-E_a)}=5.6\times10^{15}$ s$^{-1}$. It is smaller than $\nu$ because part of the temperature dependence has been absorbed into the slope, yet it remains about 900 times $k_BT/h$.

At 600 K, with frequencies held fixed, $\nu/(k_BT/h)$ falls to about 1000. Classically this ratio varies as $T^{-7/2}$. Doubling $T$ enlarges the occupied part of the well, which cuts the regained freedom by $2^{5/2}\approx5.7$, and it also doubles $k_BT/h$ itself. These power laws hold for harmonic wells. In the full model wells, with a Morse normal potential, $\nu$ falls between 300 and 600 K by 6.6 if normal and directional motions are uncoupled, and by 7.6 ($p=1$) or 10.8 ($p=2$) for the coupled potential of the next section. The classical $E_a$ at 300 K then lies between 0.931 and 0.920 eV.

## When freedom returns too late

The vacuum plane need not be the narrowest passage. At height $z$, let $V$ be the interaction energy and let the angle brackets denote a uniform average over lateral position and orientation. The flux relative to vacuum is

$$\frac{F(z)}{F(\infty)}=\langle e^{-\beta V}\rangle\ge e^{-\beta\langle V\rangle}.$$

The inequality is Jensen's, since the exponential is convex. Wherever $\langle V\rangle\le0$, the plane carries at least the vacuum flux. A flat bottleneck plane therefore requires an average repulsion, although individual orientations may still be attracted. The bound says nothing about curved dividing surfaces: if some positions or orientations meet a barrier while others are strongly attracted, $\kappa$ can be well below one even with $\langle V\rangle\le0$ at every height.

Test this with

$$V=D(y^2-2y)+y^pU,\qquad y=e^{-\alpha z},$$

where $\alpha$ is an inverse decay length and $U\ge0$ is the lateral and orientational energy cost at the well height. For $p=2$ and $p=1$, no sampled plane carries less than the vacuum flux. For $p=1/2$, directional forces outlast the attraction, and the least sampled flux is 0.055 of the vacuum value. Any plane's one-way flux bounds the rate from above, so $\kappa\le0.055$. The prefactor is then at most about 660 times $k_BT/h$.

## The model beside real surfaces

BF$_3$ serves as a boron dopant gas. The surface values are round model numbers, not calculated or measured for a particular surface. Within the model, the full periodic lateral well is 1.04 times its harmonic size and the full angular volume 1.09 times, which together lower $\nu$ by 12%. This treats the normal mode as harmonic and uncoupled. In the coupled potential $V$ above, the directional forces weaken as the molecule rises, and the full well lowers $\nu$ at 300 K by about 17% for $p=1/2$, 22% for $p=1$ and 37% for $p=2$. Real binding can bend the planar molecule and change its internal vibrations. If all bound internal modes were 20% softer, their thermal occupation would multiply $\nu$ by 0.84. Their zero-point energy would also drop by 0.073 eV, slowing desorption by a further factor of about 17 at fixed $D$. These figures use unscaled Hartree–Fock frequencies; the breathing mode falls by about 6% with MP2 correlation, and a like shift in all modes would give about 0.069 eV and a factor near 14. Real surfaces also have unequal sites: a 0.06 eV change in $D$ alters the rate about tenfold at 300 K. Crowding, reaction with the surface and sticking below one lie outside the $\kappa=1$ estimate. The large prefactor is thus a consequence of the stated localization and free exit, not a universal constant for BF$_3$. The main values are in the numerical output below.

## Table of computed values

```
temperature: 300 K
thermal energy kT: 0.02585 eV
well depth D: 1 eV
site spacing: 3 angstrom
area per site A: 7.794 angstrom^2
lateral quantum (two modes): 0.008 eV
normal quantum: 0.015 eV
tilt quantum (two modes): 0.015 eV
azimuth quantum: 0.005 eV
BF3 mass: 67.81 u
B-F bond, RHF/6-31G*: 1.302 angstrom
tilt moment of inertia: 48.29 u angstrom^2
azimuth moment of inertia: 96.57 u angstrom^2
lateral rms displacement per axis: 0.1578 angstrom
tilt rms angle per axis: 0.09973 rad
azimuth rms angle: 0.2116 rad
normal-mode factor w_z/kT: 0.5802
lateral gain: 49.81
angular gain with n = 6: 397
kT/h: 6.251e+12 1/s
normal frequency w_z/2pi (mobile free rotor): 3.627e+12 1/s
classical prefactor nu: 7.173e+16 1/s
quantum correction factor: 1.053
prefactor nu with quantum sums: 7.555e+16 1/s
nu/(kT/h): 1.209e+04
surface-mode zero-point energy: 0.033 eV
prefactor referred to E0 = D - ZPE: 2.108e+16 1/s
same, over kT/h: 3372
Arrhenius slope energy: 0.9327 eV
Arrhenius intercept: 5.594e+15 1/s
desorption rate: 1.199 1/s
dwell time: 0.8338 s
dwell time if nu were kT/h: 1.008e+04 s
binding energy error if kT/h is assumed: 0.243 eV
lateral hopping barrier of the model: 0.4733 eV
azimuth barrier of the model: 0.1283 eV
lateral well volume, full/harmonic: 1.04
angular well volume, full/harmonic: 1.092
prefactor factor from both anharmonicities: 0.8807
lowest internal quantum of BF3: 0.06317 eV
prefactor factor if internal modes freeze on binding: 1.249
prefactor factor if bound internal modes are 20% softer: 0.8401
internal zero-point change for 20% softer modes: 0.0728 eV
least flux/vacuum, directional decay twice attraction: 1
least flux/vacuum, directional decay as attraction: 1
least flux/vacuum, directional decay half attraction: 0.05464
nu/(kT/h) with that slow-decay bottleneck: 660.3
nu/(kT/h) at 600 K: 1028
trajectory escape fraction, loose exit: 0.03935
flux formula, loose exit: 0.0399
trajectory escape fraction, confined exit: 0.01077
flux formula, confined exit: 0.01057
deep-well rate ratio loose/confined: 4.83
harmonic prediction of that ratio: 5.013
```
